# Why a frozen-host harmonic calculation cannot test hydrogen isotope shifts

**Question**

I am trying to identify a hydrogen-related defect in silicon from its vibrational lines. To save time I held all silicon atoms fixed, computed the harmonic force constants of the single hydrogen atom, and diagonalized them for H and for D. The frequency ratio comes out at about 1.414 for every mode, at both candidate sites. Does this confirm that the modes are hydrogen modes and that my force constants are sound? And if a measured ratio is lower, is the difference anharmonicity?

**Answer**

The answer to both questions is no. Your ratio was fixed before you computed any force constant, and a lower measured ratio can have two causes, which need to be separated.

**What freezing the host does**

Assume that H and D move on the same Born–Oppenheimer energy surface, near a stable minimum. With the host fixed, the displacement $\mathbf u$ of one hydrogen of mass $m$ obeys

$$K_{HH}\mathbf u=m\omega^2\mathbf u ,$$

where $K_{HH}$ is the $3\times3$ block of second derivatives of the energy. If $\kappa$ is an eigenvalue of this block, then $\omega=\sqrt{\kappa/m}$. The value of $\kappa$ does not depend on the isotope, so it cancels:

$$\frac{\omega_H}{\omega_D}=\sqrt{\frac{m_D}{m_H}}\equiv R .$$

A wrong site or a wrong spring changes both frequencies and leaves $R$ untouched. The frequencies themselves still carry information about $\kappa$; their ratio carries none.

The number is not exactly $\sqrt2=1.41421$, because $m_D$ is not exactly $2m_H$. Atomic masses give $R=1.41367$, and bare nuclear masses give 1.41386. I use atomic masses below.

The same cancellation holds for several hydrogens if no other atom moves and all of them are replaced, since $m$ is still a common factor. It fails for partial replacement. Take two hydrogens, each moving along one line with a spring of 15 eV/Å$^2$, coupled by 0.5 eV/Å$^2$. Going from HH to DD gives 1.4137 for both modes. Going from HH to HD gives 1.391 for the lower mode and 1.016 for the upper.

**What the ratio measures when the host moves**

Let $K$ be the full force-constant matrix and $M$ the diagonal mass matrix. With $\mathbf e=M^{1/2}\mathbf u$, normalized to one, the modes satisfy

$$D\mathbf e=\omega^2\mathbf e,\qquad D=M^{-1/2}KM^{-1/2}.$$

Change only the hydrogen mass. If $P$ projects onto the hydrogen coordinates, then $dM^{-1/2}/d\ln m=-\tfrac12PM^{-1/2}$, and so

$$\frac{dD}{d\ln m}=-\tfrac12(PD+DP).$$

For a nondegenerate mode, the change of $\mathbf e$ does not contribute to the first derivative of the eigenvalue. Therefore

$$\frac{d\omega^2}{d\ln m}=\mathbf e^T\frac{dD}{d\ln m}\mathbf e=-\omega^2p,\qquad p=\mathbf e^TP\mathbf e .$$

The left side is also $2\omega^2\,d\ln\omega/d\ln m$. Dividing by $2\omega^2$ and integrating from $m_H$ to $m_D$ gives

$$\ln\frac{\omega_H}{\omega_D}=\frac12\int_{m_H}^{m_D}p(m)\,\frac{dm}{m}.$$

Here $p$ is the hydrogen share of the mode's kinetic energy. A harmonic isotope ratio thus measures how much of the motion belongs to hydrogen. Freezing the host sets $p=1$, which prescribes the quantity you wanted to test.

Three further relations help in reading a full calculation.

- **Bounds.** The frequencies squared are the stationary values of $\mathbf u^TK\mathbf u/\mathbf u^TM\mathbf u$. Replacing H by D multiplies the denominator by a factor between 1 and $R^2$. By the min–max principle, modes numbered in order of frequency therefore have ratios between 1 and $R$.
- **Product.** Since $\det D=\det K/\det M$, and one hydrogen has three coordinates, the product of all ratios is $R^3$. This assumes clamped outer atoms, so that no frequency vanishes.
- **Average.** For a unit vector $\mathbf n$, the hydrogen block of $D=\sum_k\omega_k^2\mathbf e_k\mathbf e_k^T$ gives
$$\sum_k(\mathbf n\cdot\mathbf e_{k,H})^2\omega_k^2=\frac{\mathbf n^TK_{HH}\mathbf n}{m}.$$
The weights sum to one. Along a principal axis, the frozen frequency is thus the root-mean-square frequency of the hydrogen motion, and it need not coincide with any line.

**A Si–H bond in numbers**

Consider a model Si–H bond pointing into a silicon vacancy. The units are eV, Å, atomic mass units and cm$^{-1}$. The Si–H spring is 15 eV/Å$^2$; further bond and angle springs hold a diamond-lattice cluster with clamped edges.

With all silicon fixed, the angle springs do not resist motion along the bond to second order in the energy. Hence

$$\sqrt{\frac{15}{1.007825}}=3.858,\qquad \sqrt{\frac{15}{2.014102}}=2.729$$

in units of $\sqrt{\mathrm{eV}/(\text{Å}^2\,\mathrm u)}$. These are 2011.8 and 1423.1 cm$^{-1}$, with ratio 1.4137.

Releasing just the bonded silicon gives 2048.1 and 1474.6 cm$^{-1}$, with ratio 1.3889. Releasing all 98 silicon atoms inside the clamped edge leaves these figures unchanged at this precision, as does a cluster with 190.

The hydrogen share is 0.9644 for H and 0.9295 for D. Even the mean of these two end values, 0.9470, gives a good estimate:

$$\frac{\omega_H}{\omega_D}\approx\exp\left(\tfrac12\times0.9470\times\ln1.99846\right)=1.388 .$$

The full integral gives 1.3889.

A free pair of atoms shows where this number comes from. For hydrogen at $x_1$ and silicon of mass $M_{Si}$ at $x_2$, joined by a spring $k$,

$$m\ddot x_1=-k(x_1-x_2),\qquad M_{Si}\ddot x_2=k(x_1-x_2).$$

Divide each equation by its mass and subtract. The extension $s=x_1-x_2$ then obeys $\ddot s=-k(1/m+1/M_{Si})s$, so

$$\frac{\omega_H}{\omega_D}=R\sqrt{\frac{M_{Si}+m_H}{M_{Si}+m_D}}
=1.41367\sqrt{\frac{29.098}{30.104}}=1.3898 .$$

The spring has cancelled again. In the cluster, halving the Si–H spring with all else fixed changes the ratio only from 1.3889 to 1.3878. So even a moving-host calculation tests mainly the shape of this stretch mode, and hardly its stiffness. Compare the absolute frequencies as well.

**The bend fails differently**

The frozen bends lie at 629 cm$^{-1}$ for H and 445 cm$^{-1}$ for D, again in the ratio $R$. The model's bulk optical frequency is 518 cm$^{-1}$, so the frozen D bend falls among the host vibrations.

When the host moves, the strongest H bend line is at 658 cm$^{-1}$ and carries 87% of the hydrogen weight for motion across the bond. The strongest D line is at 521 cm$^{-1}$ with only 33%; the remaining weight lies below 518 cm$^{-1}$. In the larger cluster this line carries 32%, and its weight keeps falling slowly with cluster size, to about 30% for some 600 moving silicon atoms; the line itself shifts by less than 1 cm$^{-1}$. The ratio of the strongest lines is $657.6/521.2=1.26$, although the potential is harmonic. These D figures are sensitive to the chosen H–Si–Si angle spring of 2.2 eV/rad$^2$, because the line lies only about 3 cm$^{-1}$ above the host band. With 2.1 eV/rad$^2$ it drops into the band, with 2.4 eV/rad$^2$ it rises to 533 cm$^{-1}$ with 44% of the weight, and between 2.0 and 2.4 eV/rad$^2$ the ratio runs from 1.22 to 1.29. The frozen value of 445 cm$^{-1}$ is still the correct root-mean-square frequency of the D motion, but it does not predict the strongest line.

**Anharmonicity is a separate effect**

Keep the host frozen, but let the potential along the bond be

$$V=\tfrac12kx^2+gx^3+hx^4 ,$$

with weak anharmonic terms. Write $x=\ell(a+a^\dagger)$ with $\ell^2=\hbar/(2m\omega)$.

The quartic term acts in first order. The components of $x^2|n\rangle/\ell^2$ on $|n-2\rangle$, $|n\rangle$ and $|n+2\rangle$ have squares $n(n-1)$, $(2n+1)^2$ and $(n+1)(n+2)$. Their sum gives

$$\langle n|x^4|n\rangle=\ell^4(6n^2+6n+3).$$

The cubic term has no diagonal element and acts in second order. The squared elements of $x^3/\ell^3$ from $n$ to $n+3,\ n+1,\ n-1,\ n-3$ are $(n+1)(n+2)(n+3)$, $9(n+1)^3$, $9n^3$ and $n(n-1)(n-2)$. Dividing by the energy differences $-3\hbar\omega,\ -\hbar\omega,\ \hbar\omega,\ 3\hbar\omega$ and adding gives

$$\Delta E_n^{(g)}=-\frac{g^2\ell^6}{\hbar\omega}(30n^2+30n+11).$$

Subtract the ground-state energy, and write $E_{0n}=E_n-E_0$:

$$E_{0n}=n\hbar\omega+\frac{n(n+1)}2A,\qquad
A=12h\ell^4-\frac{60g^2\ell^6}{\hbar\omega}.$$

Since $m\omega^2=k$, we have $\ell^4=\hbar^2/(4mk)$ and $\ell^6/(\hbar\omega)=\hbar^2/(8mk^2)$. Thus

$$A=\frac{\hbar^2}{m}\left(\frac{3h}{k}-\frac{15g^2}{2k^2}\right).$$

The harmonic energy scales as $m^{-1/2}$ and $A$ as $m^{-1}$. With $\omega_H=R\omega_D$ and $A_H=R^2A_D$,

$$\frac{E_{01,H}}{E_{01,D}}=R\,\frac{\hbar\omega_D+RA_D}{\hbar\omega_D+A_D}.$$

Because $R>1$, a negative $A$ lowers the ratio below $R$ and a positive $A$ raises it. If the two terms in $A$ cancel, the ratio is $R$ at this order even though the well is anharmonic. The next order need not be negligible: for $k=15$ eV/Å$^2$, $g=-11.0$ eV/Å$^3$ and $h=20.1$ eV/Å$^4$, where $A$ vanishes, the numerical levels give 1.423.

For a Morse bond, $V=D_e(1-e^{-\alpha s})^2$, expansion gives $k=2D_e\alpha^2$, $g=-D_e\alpha^3$ and $h=7D_e\alpha^4/12$. The bracket in $A$ becomes $\tfrac78\alpha^2-\tfrac{15}8\alpha^2=-\alpha^2$, so $A=-\hbar^2\alpha^2/m$. With $D_e=3.5$ eV and the same $k$, the shifts are $-71.7$ cm$^{-1}$ for H and $-35.9$ cm$^{-1}$ for D. The frozen ratio falls to 1.3985. A purely quartic addition of 5 eV/Å$^4$ to the same spring raises it to 1.4201. A frozen calculation can therefore say something about anharmonicity, provided that it is not harmonic.

**Separating the two causes**

To combine the effects, I put the Morse bond into the one-dimensional stretch mode of the moving cluster. The effective mass is set by how much the mode extends the bond, and a small added spring keeps the harmonic frequency correct. The stretch ratios are:

| Host | Harmonic | Morse |
|---|---:|---:|
| Frozen | 1.4137 | 1.3985 |
| Moving | 1.3889 | 1.3742 |

Host motion alone lowers the ratio by 1.8%, and anharmonicity alone by 1.1%, both relative to $R$. Attributing the whole drop to anharmonicity would be wrong here. The last digit of the moving Morse entry depends on the one-dimensional reduction: letting the Morse bond couple to the other host modes raises it by 0.0001 to 0.0002.

The first overtone separates them. To the order above, $E_{01}=\hbar\omega+A$ and $E_{02}=2\hbar\omega+3A$, so

$$3E_{01}-E_{02}=\hbar\omega .$$

Applied to the computed levels of the moving Morse model, this gives 2048.1 and 1474.6 cm$^{-1}$. Their ratio, 1.3889, is the harmonic moving-host value. The agreement is this close because the levels of a Morse well contain no terms beyond the order used here; in other wells higher-order terms leave a remainder, which is small only if the cubic and quartic terms are each weak. A small $A$ is not enough: for the well with cancelling terms given above, the remainder is about $-30$ cm$^{-1}$ for H and $-13$ cm$^{-1}$ for D. Measured overtones for both isotopes allow the same estimate, if the levels are not disturbed by resonances with other modes. For a real defect it is only approximate: the zero-point motion of the other modes adds, to lowest order, a shift $nB$ to $E_{0n}$, and the combination then gives $\hbar\omega+B$ instead of $\hbar\omega$. The stretch–bend shift given below is of this kind.

**How close this is to a real defect**

The springs were chosen to match rough typical values for silicon: Si–H stretches near 2000 cm$^{-1}$, bends near 600 cm$^{-1}$ and an optical phonon near 520 cm$^{-1}$. Real hydrogen defects break both of your assumptions, the fixed host and the harmonic well; in this model that moves the stretch ratio from 1.414 to 1.374.

Smaller effects were estimated separately. Stretch–bend coupling in the frozen Morse model shifts the H and D stretches by about $-7$ and $-3$ cm$^{-1}$ and the ratio by about $-0.0015$ (with the bend treated as isotropic; the three separate angle springs give $-0.0014$). Thermal excitation of the bends at 300 K adds roughly $-1$ cm$^{-1}$ for each isotope. Changing the bonded silicon mass from 27.98 to 29.97 u lowers the H stretch by 2.4 cm$^{-1}$.

The model omits electronic reconstruction, hydrogen jumps between dangling bonds, forces from the other three vacancy neighbours, and thermal coupling to host phonons. The third decimal of the ratio should therefore not be used to assign a real line. The values behind these figures are in the numerical output below.

## Values computed for the example and the checks

```
Atomic masses H, D: 1.007825, 2.014102 u; Si 28.09 u
R atomic, R nuclear, sqrt(2): 1.41367, 1.41386, 1.41421
Lattice constant, Si-H length: 5.43, 1.50 A
Stretch springs Si-Si, Si-H: 7.5, 15.0 eV/A^2
Angle springs host, H: 2.0, 2.2 eV/rad^2
Morse depth, range: 3.5 eV, 1.4639 1/A
Bulk optical frequency: 518.0 cm^-1
Two-H model: springs 15.0, coupling 0.5 eV/A^2
HH/DD ratios: 1.41367, 1.41367
HH/HD ratios: 1.39145, 1.01597
Moving Si atoms; H stretch, D stretch (cm^-1); ratio
   0; 2011.79, 1423.10; 1.41367
   1; 2048.06, 1474.58; 1.38891
   4; 2048.06, 1474.61; 1.38889
  16; 2048.06, 1474.61; 1.38889
  98; 2048.06, 1474.61; 1.38889
Hydrogen mode share H, D: 0.96441, 0.92954
Ratio from mode-share integral: 1.38889
Free two-body stretch ratio: 1.38984
Smallest, largest ordered ratio: 1.00000, 1.38889
Product of all ratios, R^3: 2.82517, 2.82517
Larger cluster: 190 moving Si atoms
Large-cluster ratio shift: -7.11e-15
Ratio with Si-H spring halved: 1.38782
Frozen bend H, D: 629.1, 445.0 cm^-1
Bend weight above bulk optical H, D: 0.869, 0.329
Strongest H bend line: 657.6 cm^-1, weight 0.869
Strongest D bend line: 521.2 cm^-1, weight 0.329
Same, larger cluster: 521.5 cm^-1, weight 0.316
Frozen Morse H, D: 1940.11, 1387.23 cm^-1; ratio 1.39855
Moving Morse H, D: 1973.92, 1436.39 cm^-1; ratio 1.37422
Quartic coefficient: 5.0 eV/A^4; ratio 1.42012
Overtone-corrected H, D: 2048.05, 1474.59 cm^-1
Overtone-corrected ratio: 1.38890
Stretch-bend shift H, D: -6.91, -3.45 cm^-1
Its change of frozen Morse ratio: -0.00151
Bend population at 300 K H, D: 0.0515, 0.1342
Estimated 300 K bend shift H, D: -0.74, -0.95 cm^-1
Near Si mass 27.98 to 29.97 u: H shift -2.43 cm^-1
```
